\section*{Ring-Polymer Partition Function of a Hydrogen Nucleus and Its Classical Limit}

\section{Definitions and conventions}

The quantum particle is a hydrogen nucleus, a proton of mass $m$, moving on one Born--Oppenheimer surface $V$. The electrons enter through $V$ alone. The bare electron--proton problem is excluded, because its attractive $1/r$ singularity makes the finite-$P$ integrals below diverge. Spin and exchange between protons are left out.

The algebra uses atomic units, $\hbar=1$. With $\beta=1/k_BT$ and $T_k=p^2/2m$,
\begin{equation}
H=T_k+V,\qquad Z=\mathrm{Tr}\,e^{-\beta H},\qquad F=-\beta^{-1}\ln Z .
\end{equation}
$V$ is continuous, bounded below and confining enough that $\int e^{-\beta V}dx$ is finite. I work in one dimension first. The classical reference is
\begin{equation}
Z_{\rm cl}=\int\frac{dx\,dp}{2\pi}\,e^{-\beta(p^2/2m+V)}
=\Big(\frac{m}{2\pi\beta}\Big)^{1/2}\!\int dx\,e^{-\beta V(x)} .
\end{equation}

\section{Simplest case: no potential}

Let $\epsilon=\beta/P$ and $d=x-x'$. Inserting momentum states, with $\langle x|p\rangle=e^{ipx}/\sqrt{2\pi}$, gives
\begin{align}
K_\epsilon(x,x')&=\langle x|e^{-\epsilon T_k}|x'\rangle
=\int\frac{dp}{2\pi}\,e^{ipd-\epsilon p^2/2m}\nonumber\\
&=e^{-md^2/2\epsilon}\int\frac{dp}{2\pi}\,
e^{-\frac{\epsilon}{2m}(p-imd/\epsilon)^2}
=\Big(\frac{m}{2\pi\epsilon}\Big)^{1/2}e^{-md^2/2\epsilon}.
\label{kernel}
\end{align}
The second line completes the square; the contour may be shifted to the real axis because the integrand is analytic and decays at both ends.

This Gaussian is the Boltzmann factor of a spring. Writing the exponent as $\beta\kappa_Pd^2/2$ requires $\beta\kappa_P=m/\epsilon=mP/\beta$, so
\begin{equation}
\boxed{\kappa_P=\frac{mP}{\beta^2}=mP(k_BT)^2}
\qquad\Big(\kappa_P=\frac{mP}{\beta^2\hbar^2}\ \text{with $\hbar$ restored}\Big).
\label{kappa}
\end{equation}
The spring is kinetic energy in disguise: a heavy or hot particle has stiff springs.

As a limit, $e^{-\epsilon T_k}e^{-\epsilon'T_k}=e^{-(\epsilon+\epsilon')T_k}$ implies $\int dy\,K_\epsilon(x,y)K_{\epsilon'}(y,x')=K_{\epsilon+\epsilon'}(x,x')$. A closed chain of $P$ links therefore has weight $K_\beta(x,x)=(m/2\pi\beta)^{1/2}$ per unit length, for every $P$. Without a potential, cutting $\beta$ into pieces costs nothing.

\section{Adding the potential}

Since $T_k$ and $V$ do not commute, replace each factor of $e^{-\beta H}=(e^{-\epsilon H})^P$ by
\begin{equation}
S=e^{-\epsilon V/2}e^{-\epsilon T_k}e^{-\epsilon V/2},\qquad Z_P=\mathrm{Tr}\,S^P .
\end{equation}
Cyclic invariance of the trace joins neighbouring half factors, so the unsymmetrical product $e^{-\epsilon V}e^{-\epsilon T_k}$ gives the same $Z_P$. Inserting $P$ sets of position states, each bead $x_j$ receives $e^{-\epsilon V(x_j)/2}$ from both adjoining links. With (\ref{kernel}),
\begin{align}
Z_P&=\Big(\frac{mP}{2\pi\beta}\Big)^{P/2}\!\int dx_1\cdots dx_P\,e^{-\beta U_P},\label{ring}\\
U_P&=\sum_{j=1}^P\Big[\tfrac12\kappa_P(x_j-x_{j+1})^2+\tfrac1PV(x_j)\Big],
\qquad x_{P+1}=x_1 .\nonumber
\end{align}
The trace closes the chain into a ring.

The value of the spring constant depends on how the weight is written. With $\beta_P=\beta/P$ and $\beta U_P=\beta_P(PU_P)$, each bead feels the full $V$ at temperature $PT$, and the spring constant is $P\kappa_P=mP^2/\beta^2=m/\beta_P^2$. The weight is unchanged.

For $P=1$ the bead is its own neighbour, the spring energy vanishes, and (\ref{ring}) is $Z_{\rm cl}$.

\paragraph{Why the limit is $Z$.}
By the composition rule, the free rings for all $P$ sample one and the same random closed path, $x+\xi(\tau)$ with $0\le\tau\le\beta$ and $\xi$ continuous (a Brownian bridge). With $E$ the average over $\xi$ and $\tau_j=j\epsilon$,
\begin{equation}
Z_P=\Big(\frac{m}{2\pi\beta}\Big)^{1/2}\!\int dx\,
E\Big[e^{-\frac{\beta}{P}\sum_jV(x+\xi(\tau_j))}\Big].
\end{equation}
The exponential is convex, so the integrand is at most $g_P=\frac1P\sum_je^{-\beta V(x+\xi(\tau_j))}$. Shifting $x$ in each term shows that $g_P$ integrates to $\int e^{-\beta V}dx$ for every $P$. Hence $Z_P\le Z_{\rm cl}$.

As $P\to\infty$ the sum in the exponent becomes $\int_0^\beta V\,d\tau$ on each path. The bound $g_P$ also converges, with unchanged integral, so dominated convergence in its generalised form lets the limit pass through the integrals. The same argument for open paths gives a limiting kernel. The Trotter product theorem states that $S^P\to e^{-\beta H}$ for this class of $V$, so that kernel belongs to $e^{-\beta H}$. It is symmetric and obeys the composition rule, so its diagonal integral equals $\iint|\langle x|e^{-\beta H/2}|y\rangle|^2dx\,dy=\mathrm{Tr}\,e^{-\beta H}$. Therefore $Z_P\to Z$.

\section{Test on the harmonic well}

For $V=\frac12m\omega^2x^2$ the ratio of well to spring stiffness is $(m\omega^2/P)/\kappa_P=y^2$ with $y=\beta\omega/P$. Fourier modes of the ring, with $\theta_j=2\pi j/P$, give stiffnesses $\kappa_P(y^2+2-2\cos\theta_j)$. The Gaussian integrals contribute $(2\pi/\beta\kappa_P)^{P/2}$, which cancels the prefactor of (\ref{ring}), so
\begin{equation}
Z_P=\prod_{j=0}^{P-1}(y^2+2-2\cos\theta_j)^{-1/2}.
\end{equation}
Set $y=2\sinh a$ and $w=e^{2a}$. Then $y^2+2=w+w^{-1}$, and each factor is $(w-e^{i\theta_j})(1-e^{-i\theta_j}/w)$. Because the $e^{i\theta_j}$ are the $P$th roots of unity, the product is $(w^P-1)(1-w^{-P})=4\sinh^2(Pa)$, and
\begin{equation}
Z_P=\frac{1}{2\sinh(Pa)},\qquad \sinh a=\frac{\beta\omega}{2P}.
\label{harm}
\end{equation}
For $P\to\infty$, $Pa\to\beta\omega/2$ and $Z=1/[2\sinh(\beta\omega/2)]=\sum_ne^{-\beta\omega(n+1/2)}$, as required.

At fixed $P$ and $\beta\to\infty$, $a\simeq\ln(\beta\omega/P)$, so $F_P\simeq(P/\beta)\ln(\beta\omega/P)\to0$ instead of $\omega/2$. A ring with too few beads loses the zero-point energy; $P$ must grow in proportion to $\beta\omega$ to hold the error in $F$ fixed; the error in $\ln Z$ then still grows as $\beta\omega$.

The same product gives the size of the free ring. Divide out the $j=0$ factor $y^2=4\sinh^2a$ and let $\lambda_j=4\sin^2(\pi j/P)$:
\begin{equation}
\sum_{j=1}^{P-1}\ln(\lambda_j+y^2)=\ln\frac{\sinh^2Pa}{\sinh^2a}
=\ln P^2+\frac{(P^2-1)a^2}{3}+O(a^4).
\end{equation}
With $a^2\simeq y^2/4$, the terms in $y^2$ give $\sum_{j\ge1}\lambda_j^{-1}=(P^2-1)/12$. Each internal mode has variance $1/(\beta\kappa_P\lambda_j)$, so the mean squared distance of a bead from the centroid is
\begin{equation}
R_P^2=\frac{1}{P\beta\kappa_P}\,\frac{P^2-1}{12}
=\frac{\beta}{12m}\Big(1-\frac1{P^2}\Big).
\label{size}
\end{equation}

\section{Error at finite $P$ in a general smooth well}

Put $A=-V$ and $B=-T_k$, so that $S=e^{\epsilon A/2}e^{\epsilon B}e^{\epsilon A/2}$. Its expansion agrees with that of $e^{\epsilon(A+B)}$ through $\epsilon^2$. At order $\epsilon^3$ the difference is
\begin{align}
D&=\Big(\tfrac{A^2B+BA^2}{8}+\tfrac{ABA}{4}+\tfrac{AB^2+B^2A}{4}\Big)\nonumber\\
&\quad-\tfrac16\big(A^2B+ABA+BA^2+AB^2+BAB+B^2A\big)\nonumber\\
&=-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]]\nonumber\\
&=\tfrac1{24}[V,[V,T_k]]-\tfrac1{12}[T_k,[T_k,V]] .
\end{align}
Since $S(\epsilon)S(-\epsilon)=1$, $\ln S$ is odd in $\epsilon$, and $S^P=\exp[-\beta H+\beta\epsilon^2D+O(\epsilon^4)]$. To first order, cyclicity gives $\ln(Z_P/Z)=\beta\epsilon^2\langle D\rangle$ with the quantum thermal average.

From $[T_k,V]=-\frac1{2m}(V''+2V'\partial_x)$ and $[V,\partial_x]=-V'$ follows $[V,[T_k,V]]=V'^2/m$, hence $[V,[V,T_k]]=-V'^2/m$. For the other commutator write $T_k=H-V$. The average of $[H,X]$ vanishes, so $\langle[T_k,[T_k,V]]\rangle=-\langle V'^2\rangle/m$. Thus $\langle D\rangle=(-\frac1{24}+\frac1{12})\langle V'^2\rangle/m$ and
\begin{equation}
\ln\frac{Z_P}{Z}=\frac{\beta^3\langle V'^2\rangle}{24\,mP^2}+O(P^{-4}).
\label{rate}
\end{equation}
The positive sign means that $F_P$ approaches $F$ from below. The expansion is formal and needs a smooth $V$ with finite averages; a hard wall is outside it.

\section{Classical limit}

Write $x_j=X+u_j$ with $\sum_ju_j=0$. The linear term of the potential cancels:
\begin{equation}
\frac1P\sum_jV(x_j)=V(X)+\frac{V''(X)}2\,\frac1P\sum_ju_j^2+\cdots .
\end{equation}
The free ring has weight $(m/2\pi\beta)^{1/2}$ per unit length of $X$, by translation invariance. Averaging over the $u_j$ with (\ref{size}),
\begin{equation}
Z_P=\Big(\frac m{2\pi\beta}\Big)^{1/2}\!\int dX\,e^{-\beta V(X)}
\Big[1-\frac\beta2V''(X)R_P^2+\cdots\Big].
\end{equation}
The cubic term averages to zero because the free ring is symmetric under $u\to-u$; the next terms are of order $m^{-2}$. Hence
\begin{equation}
\ln\frac{Z_P}{Z_{\rm cl}}=-\frac{\beta^2}{24m}\Big(1-\frac1{P^2}\Big)\langle V''\rangle_{\rm cl}+O(m^{-2}).
\label{wk}
\end{equation}
As $m\to\infty$ the springs stiffen, the ring shrinks to a point and $Z\to Z_{\rm cl}$. Heating acts in the same way when $\beta^2\langle V''\rangle_{\rm cl}\to0$. In a quartic well $\langle V''\rangle_{\rm cl}$ grows as $T^{1/2}$ at high $T$, so the correction falls as $T^{-3/2}$. Increasing $P$ does the opposite: it restores quantum mechanics.

The harmonic result (\ref{harm}) agrees: $Pa\simeq\frac{\beta\omega}2(1-\frac{y^2}{24})$ gives $\ln(\beta\omega Z_P)\simeq-\frac{(\beta\omega)^2}{24}(1-\frac1{P^2})$.

\section{Three dimensions and momenta}

The free kernel in three dimensions is a product of three factors (\ref{kernel}). The prefactor exponent becomes $3P/2$, squared separations become $|\mathbf r_j-\mathbf r_{j+1}|^2$, and $V'^2$, $V''$ become $|\nabla V|^2$, $\nabla^2V$. The spring constant is unchanged.

Because $\int\frac{dp}{2\pi}e^{-\beta_Pp^2/2m}=(mP/2\pi\beta)^{1/2}$, the prefactor of (\ref{ring}) can be written as an integral over one momentum per bead and direction. $Z_P$ is then the classical partition function of a ring of particles at temperature $PT$, which molecular dynamics with a suitable thermostat can sample. Nothing in this identity makes the trajectories follow quantum motion in real time.

\section{Worked example: a proton in palladium}

Hydrogen in Pd occupies octahedral sites. One site is modelled by $V=\sum_i(\frac12kx_i^2+cx_i^4)$ with round values $k=0.8$ eV/\AA$^2$ and $c=1$ eV/\AA$^4$, at 300 K. Here $\hbar^2/m=0.004150$ eV\,\AA$^2$ and $k_BT=0.02585$ eV. For 32 beads,
\begin{equation}
\kappa_{32}=\frac{32\,(0.02585)^2}{0.004150}\simeq5.15\ \text{eV/\AA}^2,
\end{equation}
or $0.0530$ hartree/bohr$^2$; in the convention of temperature $PT$ it is 165 eV/\AA$^2$. The spring constant extracted from a numerical kinetic-energy matrix is also 5.153 eV/\AA$^2$. For three beads, the ring integral and the operator trace both give 0.328174 per direction. The free-ring radius is $\sqrt{0.004150/(12\times0.02585)}=0.116$ \AA\ per direction.

Diagonalisation gives $Z=0.3121$ per direction, against $Z_{\rm cl}=0.4131$. The quantum excess of the free energy is
\begin{equation}
F-F_{\rm cl}=3(0.02585)\ln\frac{0.4131}{0.3121}=0.0217\ \text{eV}.
\end{equation}
At fixed chemical potential and low filling, this lowers the site occupancy by the factor $(0.3121/0.4131)^3\simeq0.43$ relative to a classical nucleus. This is not the change in solubility under hydrogen gas, because the chemical potential of the gas has a quantum correction of its own.

With $\langle V'^2\rangle=0.0505$ eV$^2$/\AA$^2$, (\ref{rate}) predicts $P^2\ln(Z_P/Z)\to0.505$; the value at $P=64$ is 0.505. The error $F_P-F$ is $-0.0217$ eV for one bead, $-0.0006$ eV for 8 and $-0.00004$ eV for 32.

For the classical limit, $\langle V''\rangle_{\rm cl}=1.093$ eV/\AA$^2$ and (\ref{wk}) predict that $\ln(Z/Z_{\rm cl})$ times the mass factor tends to $-0.2827$. At fixed temperature the product is $-0.2802$ for the proton and $-0.2827$ for a mass 256 times larger. The leading formula is thus within 1\% even at $\beta\hbar\omega=2.23$. A purely harmonic well at this $\beta\hbar\omega$ would show a 4\% error, from $\ln[2\sinh(\beta\hbar\omega/2)/\beta\hbar\omega]=0.199$ against $(\beta\hbar\omega)^2/24=0.207$, so the close agreement belongs to this well and is no general rule. On heating to 900 K, $F-F_{\rm cl}$ falls to 0.0099 eV, or from 0.84 to 0.13 of $k_BT$.

\paragraph{Beside the real metal.}
The model's first excitation, 0.069 eV, lies near the rough known value of 0.07 eV for dilute hydrogen in Pd (the concentrated hydride lies lower), but this does not test the separable form of $V$. Real sites couple the three directions. A trial term $g(x^2y^2+y^2z^2+z^2x^2)$ with $g=2$ eV/\AA$^4$, which makes the quartic part isotropic, raises $F-F_{\rm cl}$ to 0.0248 eV, a change of 14\%, and the first excitation to 0.074 eV. This shows sensitivity only. The Pd neighbours lie along $\langle100\rangle$ and the openings along $\langle111\rangle$, so the real site is expected to be softer along $\langle111\rangle$, which a positive $g$ stiffens; $g=-0.5$ eV/\AA$^4$ lowers $F-F_{\rm cl}$ to 0.0209 eV, a change of $-4\%$. Recoil of one Pd atom adds about 0.0002 eV.

Real protons also leave their site. A trial double well with the same curvature $k$ at its minima, and the site distance $d=3.9/\sqrt2$ \AA\ that follows from a rough lattice constant of 3.9 \AA, has a barrier $kd^2/32=0.19$ eV. It is not a computed Pd surface. The straight line between the two sites passes midway between two Pd atoms, 1.38 \AA\ from each; the open route bends through a triangle of Pd atoms and a tetrahedral site, which this model omits. Nor does it match the single-site model: its first excitation within a well is 0.054 eV, not 0.069 eV, and the separable $V$ reaches about 1 eV at the centre of that triangle. Its Boltzmann factor is $6\times10^{-4}$ at 300 K, 0.03 at 600 K and 0.09 at 900 K. This factor is the classical density at the barrier top relative to that at a minimum. Its growth on heating makes a single-site description doubtful in a hot membrane, and the 900 K value above describes the model well alone.

In the double well the ground-state tunnel splitting is $\Delta=1.4\times10^{-8}$ eV. It is exponentially sensitive to $d$: lattice constants of 3.89, 3.95 and 4.03 \AA\ give 1.6, 0.9 and $0.45\times10^{-8}$ eV, so only its order of magnitude within this model has meaning. Paths ending at the mirror image of their start have relative weight $6\times10^{-4}$ at 300 K. The ground doublet contributes at most $\beta\Delta/2\simeq3\times10^{-7}$ to this weight, so nearly all of it comes from higher levels. About 43\% comes from tunnel-split doublets below the barrier, mostly the one just under the top, and the rest from levels above it. In space, 88\% of the weight comes from points within 0.35 \AA\ of the barrier top, where a point and its mirror image lie close together, while the minima are 1.38 \AA\ away; it therefore does not measure tunnelling between the bottoms of the two wells. For the same reason its square, listed in the output as an exchange estimate, does not describe two protons held near their sites. Lattice relaxation, electronic friction and hydrogen--hydrogen interaction are not sized here; the last matters in heavily loaded metal. The full numerical output follows.

\section*{Computed results}
\begin{verbatim}
Inputs: k = 0.8 eV/A^2, c = 1.0 eV/A^4, T = 300 K
hbar^2/m for the proton = 0.004150 eV A^2
kB T = 0.02585 eV
harmonic quantum hbar*omega = 0.05762 eV
beta*hbar*omega = 2.2288 (no unit)
zero-point energy per direction = 0.03193 eV
first excitation energy E1-E0 = 0.06880 eV
spring constant per bead, kappa/P = 0.16104 eV/A^2
spring constant, P=32, weight exp(-beta U) = 5.1534 eV/A^2
same in atomic units = 0.053033 hartree/bohr^2
spring constant extracted from kinetic matrix = 5.1534 eV/A^2
spring constant, P=32, weight exp(-beta U/P) = 164.909 eV/A^2
free-ring radius per direction, P infinite = 0.1157 A
three-bead Z per direction: ring integral = 0.32817391
three-bead Z per direction: operator trace = 0.32817391
Z per direction, diagonalization = 0.312148
Z per direction, classical = 0.413083
F in three directions, quantum = 0.09030 eV
F in three directions, classical = 0.06857 eV
quantum mean squared force per direction = 0.05048 eV^2/A^2
predicted limit of P^2 ln(Z_P/Z) per direction = 0.50519
found at P=64: P^2 ln(Z_P/Z) = 0.50504
P= 1: Z_P per direction = 0.413083, F_P - F (3 directions) = -0.021729 eV
P= 2: Z_P per direction = 0.345339, F_P - F (3 directions) = -0.007837 eV
P= 4: Z_P per direction = 0.321486, F_P - F (3 directions) = -0.002286 eV
P= 8: Z_P per direction = 0.314576, F_P - F (3 directions) = -0.000601 eV
P=16: Z_P per direction = 0.312761, F_P - F (3 directions) = -0.000152 eV
P=32: Z_P per direction = 0.312302, F_P - F (3 directions) = -0.000038 eV
P=64: Z_P per direction = 0.312186, F_P - F (3 directions) = -0.000010 eV
classical mean curvature = 1.0927 eV/A^2
predicted limit of (mass factor)*ln(Z/Zcl) = -0.28272
mass x 1: ln(Z/Zcl) = -0.280172, times factor = -0.28017
mass x 16: ln(Z/Zcl) = -0.017663, times factor = -0.28260
mass x 256: ln(Z/Zcl) = -0.001104, times factor = -0.28271
T=300 K: F-Fcl = 0.02173 eV, leading formula = 0.02193 eV
T=600 K: F-Fcl = 0.01308 eV, leading formula = 0.01308 eV
T=900 K: F-Fcl = 0.00990 eV, leading formula = 0.00990 eV
Neglected coupling, trial strength g = 2.0 eV/A^4
F with coupling = 0.09634 eV
F-Fcl with coupling = 0.02477 eV
change of F-Fcl from Pd recoil (one atom) = 0.000203 eV
Pd lattice constant (rough) = 3.9 A, site distance = 2.758 A
trial double-well barrier = 0.1901 eV
T=300 K: exp(-barrier/kB T) = 6.398e-04
T=600 K: exp(-barrier/kB T) = 2.529e-02
T=900 K: exp(-barrier/kB T) = 8.617e-02
ground tunnel splitting = 1.432e-08 eV
mirror-path weight Tr(R exp(-beta H))/Z at 300 K = 5.803e-04
its square, exchange estimate without H-H repulsion = 3.368e-07
\end{verbatim}
